# The Penn relation from an average oscillator and from band transitions

## What dimensions allow

In an insulating film, light of photon energy well above the lattice vibrations and well below the absorption edge polarizes the electrons and leaves the ions almost at rest. Let $\varepsilon_\infty$ be the relative dielectric constant due to the electrons alone, in the limit of zero photon energy. Suppose that

- each electron responds independently to the macroscopic electric field, so that $\varepsilon_\infty-1$ is proportional to the electron density $n$ and, in SI units, to $e^2/\varepsilon_0$;
- one energy $E_g$ describes how firmly the electrons are bound.

The other quantities available are the free-electron mass $m$ and $\hbar$, so

$$\varepsilon_\infty-1=C\,\frac{ne^2}{\varepsilon_0}\,m^a\hbar^bE_g^c ,$$

with $C$ a pure number. Since $e^2/\varepsilon_0$ is an energy times a length, $ne^2/\varepsilon_0$ has the dimension mass/time². The other factors must cancel it. Mass requires $a+b+c=-1$, length requires $2b+2c=0$, and time requires $-b-2c=2$. The solution is $b=2$, $c=-2$, $a=-1$. With the plasma energy defined by

$$E_p^2=\frac{\hbar^2ne^2}{\varepsilon_0m},$$

the form is fixed: $\varepsilon_\infty=1+C(E_p/E_g)^2$. Dimensions leave two questions open: the value of $C$, and which energy $E_g$ is. The answers are linked. The Penn relation,

$$\varepsilon_\infty=1+\left(\frac{E_p}{E_g}\right)^2, \qquad (1)$$

has $C=1$, and this holds for one particular average of the transition energies.

## First derivation: one classical oscillator

Let every counted electron be bound by a spring of frequency $\omega_g=E_g/\hbar$, with damping rate $\gamma$. In a field $F e^{-i\omega t}$ the displacement $u$ of a charge $-e$ obeys

$$m\ddot u=-eF-m\omega_g^2u-m\gamma\dot u .$$

Each time derivative gives a factor $-i\omega$, so

$$u=-\frac{eF}{m(\omega_g^2-\omega^2-i\gamma\omega)} .$$

The polarization is $P=-neu$, and $\varepsilon=1+P/(\varepsilon_0F)$. Multiplying numerator and denominator by $\hbar^2$, with $E=\hbar\omega$ and $\Gamma=\hbar\gamma$, gives

$$\varepsilon(E)=1+\frac{E_p^2}{E_g^2-E^2-i\Gamma E}. \qquad (2)$$

At $E=0$ this is (1), whatever the width $\Gamma$. At large $E$ it tends to $1-E_p^2/E^2$, the response of free electrons, because the spring no longer matters. The numerator therefore counts electrons and the denominator describes binding.

### The local field

Here $F$ is the macroscopic field, which already includes the average field of the polarized film. If the electrons sit on compact, separate units, each unit feels a different field. Draw a sphere of radius $R$ around one unit. The polarized material outside leaves a surface charge on the sphere, whose field at the centre is

$$\frac{1}{4\pi\varepsilon_0R^2}\int_0^\pi (P\cos\theta)\cos\theta\;2\pi R^2\sin\theta\,d\theta=\frac{P}{2\varepsilon_0}\cdot\frac23=\frac{P}{3\varepsilon_0}.$$

One factor $\cos\theta$ comes from the charge density and the other from projection on the field direction. On a cubic lattice the point dipoles inside the sphere add nothing, since $\sum(3z^2-r^2)/r^5=0$ by symmetry. For an amorphous film this cancellation is an assumption about the average surroundings.

Let the isolated unit have oscillator energy $E_0$. The static susceptibility $\chi=P/(\varepsilon_0F)$ then follows from

$$P=\varepsilon_0\frac{E_p^2}{E_0^2}\left(F+\frac{P}{3\varepsilon_0}\right)
\;\Rightarrow\;
\chi=\frac{E_p^2/E_0^2}{1-E_p^2/(3E_0^2)}=\frac{E_p^2}{E_0^2-E_p^2/3}.$$

At finite $E$ one replaces $E_0^2$ by $E_0^2-E^2-i\Gamma E$. The result is again (2), with

$$E_g^2=E_0^2-\tfrac13E_p^2 .$$

In this model local fields lower the resonance and leave its strength $E_p^2$ unchanged. The $E_g$ of (1) is the shifted energy, not that of the isolated unit.

## Second derivation: transitions between bands

Now let the electrons move independently in a local potential, $H=p^2/2m+V(\mathbf r)$, with filled bands separated from empty ones. A disordered film is covered by taking a large piece of it as one repeated cell. The field points along $x$, $p$ denotes the $x$ component of momentum, and the film is taken as isotropic. Microscopic local fields are left out here.

### Polarizability

A uniform field has a potential that grows without limit, so take a long wave instead: potential energy $W=(eF/q)\sin qx$. The force $-dW/dx=-eF\cos qx$ is that of a field $F\cos qx$ on a charge $-e$. Its matrix elements follow from

$$[H,e^{iqx}]=\frac{\hbar q}{2m}\left(p\,e^{iqx}+e^{iqx}p\right),$$

where the potential drops out because it is local. Take this between a filled state and an empty state whose energy is higher by $E_j$. The left side gives $E_j$ times the matrix element of $e^{iqx}$. For small $q$ the right side tends to $\hbar q\,p_j/m$, where $p_j$ connects states of equal wave vector. Hence

$$|\langle e^{iqx}\rangle_j|\to\frac{\hbar q|p_j|}{mE_j}.$$

Since $\sin qx=(e^{iqx}-e^{-iqx})/2i$, the wave drives two transitions, one raising and one lowering the wave vector by $q$. Each has a matrix element of size $eF\hbar|p_j|/(2mE_j)$. The second-order energy per electron is

$$-\sum_j\frac{2}{E_j}\left(\frac{eF\hbar|p_j|}{2mE_j}\right)^2=-\sum_j\frac{e^2\hbar^2F^2|p_j|^2}{2m^2E_j^3},$$

where the sum includes an average over the filled states. A polarizability $\alpha$ gives $-\frac12\alpha F^2\cos^2qx$, on average $-\frac14\alpha F^2$. Equating the two,

$$\alpha=\frac{e^2\hbar^2}{m}\sum_j\frac{f_j}{E_j^2},\qquad f_j=\frac{2|p_j|^2}{mE_j}. \qquad (3)$$

### The sum of the strengths

For a Bloch state of wave vector $k$ along $x$, the periodic part is an eigenstate of $H_k=(p+\hbar k)^2/2m+V$. Changing $k$ by $\delta$ adds $\hbar\delta(p+\hbar k)/m+\hbar^2\delta^2/2m$. To second order in $\delta$, the energy of band $\nu$ therefore contains

$$\frac{\hbar^2\delta^2}{2m}-\frac{\hbar^2\delta^2}{m^2}\sum_{l\ne\nu}\frac{|p_{l\nu}|^2}{E_l-E_\nu}=\frac{\delta^2}{2}\frac{\partial^2E_\nu}{\partial k^2}.$$

Multiplying by $2m/(\hbar^2\delta^2)$ and using the definition of $f$,

$$\sum_{l\neq\nu}f_{\nu l}=1-\frac{m}{\hbar^2}\frac{\partial^2E_\nu}{\partial k^2}.$$

The slope $\partial E_\nu/\partial k$ is periodic in $k$, so the average of its derivative over a filled band is zero. The sum over $l$ still includes other filled bands, but $f_{\nu l}=-f_{l\nu}$, so these terms cancel in pairs. What remains are transitions from filled to empty states, with total strength one per electron:

$$\sum_jf_j=1. \qquad (4)$$

Define the average gap by

$$\frac1{E_g^2}=\sum_j\frac{f_j}{E_j^2}. \qquad (5)$$

Then $\varepsilon_\infty-1=n\alpha/\varepsilon_0=E_p^2/E_g^2$, which is (1) again. No single transition energy was assumed.

A model crystal shows the formulas at work. Take $\hbar=m=1$, one dimension, potential $-2V\cos x$ with $V=0.15$, and the lowest band filled. Diagonalization in plane waves gives $\sum f_j/E_j^2=8.217$. One can also diagonalize forty periods with a weak cosine potential of that wavelength added, and read the polarizability from the induced density. This gives 8.205, lower by 0.15%; the second calculation uses a finite wavelength where the first takes the limit.

## Which gap is it?

An oscillating field $F\cos\omega t$ mixes each empty state into the filled one with two first-order terms, proportional to $1/(E_j-E)$ and $1/(E_j+E)$. Their sum, $2E_j/(E_j^2-E^2)$, replaces the static $2/E_j$. Below the edge, (3) thus becomes

$$\varepsilon(E)=1+E_p^2\sum_j\frac{f_j}{E_j^2-E^2}. \qquad (6)$$

Expanding to first order in $E^2$,

$$\varepsilon(E)-1\simeq(\varepsilon_\infty-1)\left(1+\frac{E^2}{E_d^2}\right),\qquad E_d^2=\frac{\sum f_j/E_j^2}{\sum f_j/E_j^4}.$$

The dispersion energy $E_d$ describes how the refractive index begins to rise with photon energy. (In the Wemple–DiDomenico fit, often used for oxide films, this energy is the oscillator energy $E_0$, while the name dispersion energy and the symbol $E_d$ stand for a strength parameter.) All $f_j$ here are positive, so $1/E_d^2$ is an average of $1/E_j^2$ with weights $f_j/E_j^2$, and $E_d$ cannot lie below the edge. The Cauchy–Schwarz inequality gives $(\sum f_j/E_j^2)^2\le\sum f_j\sum f_j/E_j^4$. With (4), this means $E_d\le E_g$. Therefore

$$E_{\rm edge}\le E_d\le E_g .$$

In the model crystal the three energies are 0.293, 0.328 and 0.349. They coincide when all the strength sits at one energy, which is the case of the first derivation without damping.

### Nearly free electrons

If a band gap $\Delta$ is used in place of $E_g$, then $\varepsilon_\infty=1+A(E_p/\Delta)^2$ with $A=\Delta^2\sum f_j/E_j^2$. For a weak periodic potential in one dimension, $A$ can be found in closed form. Near the zone boundary $k=G/2$ two plane waves mix. Apart from a common energy, their Hamiltonian has diagonal elements $\pm\xi$ and off-diagonal elements of size $\Delta/2$, where $\xi=\hbar v\kappa$, $v=\hbar G/2m$ and $\kappa=k-G/2$. The transition energy is

$$E=\sqrt{\Delta^2+4\xi^2}.$$

The two waves have momenta $\pm mv$ apart from a common part, which cannot connect orthogonal states. Diagonalizing the two-by-two matrix gives $|p|=mv\Delta/E$, so $f=2mv^2\Delta^2/E^3$. With $s=2\xi/\Delta$, the total strength is

$$\frac1G\int f\,d\kappa=\frac{mv}{\hbar G}\int_{-\infty}^{\infty}\frac{ds}{(1+s^2)^{3/2}}=\frac{2mv}{\hbar G}=1 .$$

The boundary region thus holds all the strength in the weak-gap limit. The factor $\Delta^2/E^2=1/(1+s^2)$ enters $A$, and the substitution $s=\tan\phi$ gives

$$A=\frac{\int(1+s^2)^{-5/2}ds}{\int(1+s^2)^{-3/2}ds}=\frac{\int\cos^3\phi\,d\phi}{\int\cos\phi\,d\phi}=\frac{4/3}{2}=\frac23 ,$$

with $\phi$ from $-\pi/2$ to $\pi/2$. A plane-wave calculation of the whole band with $V=0.005$ gives 0.6667. In this limit $E_g=\sqrt{3/2}\,\Delta$. In the opposite limit of flat bands with one transition energy, $A=1$. The crystal with $V=0.15$ lies between: $A=0.2934^2\times8.217=0.71$.

## An amorphous In-Ga-Zn-O film

Take the composition InGaZnO₄ with rough typical values: density 6.1 g/cm³ and long-wavelength refractive index 1.9. The molar mass is 313.9 g/mol, so there are

$$\frac{6.1}{313.9}\times6.022\times10^{23}=1.17\times10^{22}\ \text{formula units per cm}^3 .$$

Indium and gallium bring three valence electrons each, zinc two, and each oxygen six: $3+3+2+24=32$. Then $n=3.74\times10^{23}$ cm⁻³ and $E_p=22.7$ eV. With $\varepsilon_\infty=1.9^2=3.61$,

$$E_g=\frac{22.7\ \text{eV}}{\sqrt{2.61}}=14.1\ \text{eV}.$$

This is 4.7 times a rough optical gap of 3 eV. Putting 3 eV into (1) would give $\varepsilon_\infty=58$. The optical gap marks where absorption begins, while $E_g$ averages over all the valence strength.

**A less dense film.** Let the density fall by 5% at fixed composition. If $E_g$ is held fixed, $\varepsilon_\infty=1+0.95\times2.61=3.48$. If the isolated-unit energy $E_0$ is held fixed instead (19.2 eV here), the local field also weakens. With $\chi_0=E_p^2/E_0^2$ and $\chi=\chi_0/(1-\chi_0/3)$,

$$\frac{d\ln\chi}{d\ln n}=\frac1{1-\chi_0/3}=1+\frac\chi3=\frac{\varepsilon_\infty+2}{3}=1.87,$$

and the full formula gives $\varepsilon_\infty=3.38$. The drop is 0.23 instead of 0.13. Relation (1) alone does not say which energy stays fixed.

**Which electrons count.** Leaving out the two O 2s electrons per oxygen gives $E_p=19.7$ eV and $E_g=12.2$ eV for the same $\varepsilon_\infty$. A quoted average gap therefore needs its electron count. Nor does (4) hold for one shell alone. Upward transitions from a deeper filled shell into the valence states are blocked, and the valence electrons gain the strength that the deeper shell loses. This can be large. In the model crystal with $V=0.6$ and two filled bands, the total is 2.000, of which the upper band carries 1.993.

**Closed cation shells.** The count of 32 omits the filled cation d shells and the inner cores. This is a convention, not an ordering by energy: the counted O 2s level lies below the omitted Zn 3d shell. Hartree–Fock calculations for free ions in a weak uniform field give polarizabilities of 2.2, 1.2 and 3.2 bohr³ for Zn²⁺, Ga³⁺ and In³⁺, the last with its innermost shells replaced by an effective core potential. They omit electron correlation and the surroundings in the film. Multiplied by $4\pi$ and the number of formula units per volume, their sum adds 0.14 to $\varepsilon_\infty$. With the full Lorentz field a small addition to $\chi_0$ is enhanced by $d\chi/d\chi_0=(1-\chi_0/3)^{-2}=[(\varepsilon_\infty+2)/3]^2=3.5$, which to first order makes it 0.50. Removing the shells from $\chi_0$ in the full formula lowers $\varepsilon_\infty$ by 0.46. The shares of $\varepsilon_\infty-1$ are thus 5% without the local field and 18% with it, so part of what (1) assigns to the valence electrons belongs to the closed shells.

**Spread of the spectrum.** At 550 nm ($E=2.25$ eV) a single oscillator at 14.1 eV gives an index of 1.918. Now put 15% of the strength at 7 eV, a chosen value, and the rest at 20.65 eV, which keeps $E_p$ and $\varepsilon_\infty$ the same. Equation (6) then gives 1.951, and $E_d$ is 8.7 eV. The static relation is untouched, but the rise of the index above 1.900 is almost three times as large. An oscillator energy fitted to the index in the transparent range is thus an estimate of $E_d$, not of $E_g$.

**Smaller effects.** At 550 nm, $10^{19}$ carriers per cm³ with mass $0.34m$ change $\varepsilon$ by $-0.008$ through their intraband motion, from the free-electron form $-E_p^2/E^2$ with their own density and mass. They also block interband transitions: by the curvature sum rule each carrier has $\sum_l f_{\nu l}=1-1/0.34=-1.94$. If this lost strength is placed at one energy between 3 and 5 eV, it changes $\varepsilon$ by a further $-0.007$ to $-0.001$. Lattice vibrations, taken as one oscillator at 50 meV that raises the static constant to 10, change it by $-0.003$. Lowering the average gap by 0.1 eV at fixed density adds 0.04.

The density, index, optical gap, carrier mass and lattice values are rough figures for this class of film, and real films vary with deposition and annealing. A single transition energy is a simplification: in the two-oscillator example, with its chosen values, the spread of energies moves the index at 550 nm by 0.03. The closed shells and the choice of electron count instead change the value of $E_g$ that a given $\varepsilon_\infty$ implies for the valence electrons. At frequencies below the lattice vibrations, as in a transistor, the ions respond too, and (1) does not give the dielectric constant.

## What each derivation assumes

The first derivation assumes one binding energy and obtains $C=1$ from Newton's law. It needs no bands, gives the frequency dependence at once, and shows how a local field shifts the resonance in the case of compact units. Its weakness is that $E_g$ is a parameter without a microscopic definition, and its dispersion is that of a single line.

The second derivation allows any distribution of transition energies and says which average enters. It needs filled bands, since the curvature of a partly filled band need not average to zero. It also needs a local potential, since a nonlocal one would add to the commutator and change the strengths, and it neglects microscopic local fields. With definition (5), the relation is then an identity. It becomes a prediction when $E_g$ is known from elsewhere, or when it is assumed to stay fixed as density or composition changes.

Both fix the numerator by the same fact: at high frequency the electrons respond as free particles of mass $m$. They differ in the denominator, where the first assumes one energy and the second derives an average that gives low-energy transitions the most weight for their strength.
